# Why GW Makes a Single Electron Screen Itself on a Hubbard Dimer: a numerical check

```python
"""Self-screening in GW for ONE spin-up electron on a Hubbard dimer.

Result under test: the exact removal pole is -t with weight 1, whereas GW gives
    main line  (h - S)/2,  weight Z = (1 + (h + 2t)/S)/2,
    satellite -(h + S)/2,  weight 1 - Z,
    h = sqrt(4t^2 + 2Ut), g^2 = U^2 t/(2h), S = sqrt((h + 2t)^2 + 4g^2).
t: hopping, U: on-site repulsion, h: RPA excitation energy, g: coupling of the
electron to that excitation. All energies are in eV; the frequency variable is
the energy hbar*omega. The zero of energy separates removal from addition.
The exact side comes from diagonalization in the full 16-state Fock space.
"""
from functools import reduce
import numpy as np
from scipy.constants import e as elementary_charge

t = 1.5
U_example = 6.0
orbitals = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)  # columns: b, a
parity = np.array([[1.0, -1.0], [-1.0, 1.0]])

# Quadrature on the imaginary axis: frequency = t*tan(theta), midpoint rule.
n_grid = 2000
theta = (np.arange(n_grid) + 0.5) * np.pi / n_grid - np.pi / 2
grid = t * np.tan(theta)
weight = np.pi / n_grid * t / np.cos(theta)**2 / (2 * np.pi)

# Annihilation operators, order: site 1 up, site 2 up, site 1 down, site 2 down.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
string = np.diag([1.0, -1.0])
c = [reduce(np.kron, [string] * m + [lower] + [np.eye(2)] * (3 - m))
     for m in range(4)]
number = [op.T @ op for op in c]
vacuum = np.eye(16)[0]
psi = (c[0].T + c[1].T) @ vacuum / np.sqrt(2)


def hamiltonian(U):
    H = U * (number[0] @ number[2] + number[1] @ number[3])
    for s in (0, 2):
        hop = c[s].T @ c[s + 1]
        H = H - t * (hop + hop.T)
    return H


def exact_poles(H, first_mode):
    """Removal and addition poles with site amplitudes, from all eigenstates."""
    E, V = np.linalg.eigh(H)
    E0 = psi @ H @ psi
    ops = c[first_mode:first_mode + 2]
    removal = np.array([(op @ psi) @ V for op in ops])
    addition = np.array([(psi @ op) @ V for op in ops])
    result = []
    for energies, amp in ((E0 - E, removal), (E - E0, addition)):
        keep = np.sum(amp**2, axis=0) > 1e-12
        result.append((energies[keep], amp[:, keep]))
    return result


def green(poles, z):
    """Site matrix G_ij(z) for an array z; the result has shape (2, 2, len(z))."""
    total = np.zeros((2, 2, len(z)), complex)
    for energies, amp in poles:
        total += np.einsum('in,jn,zn->ijz', amp, amp,
                           1 / (z[:, None] - energies[None, :]))
    return total


def bubble(poles, nu):
    """Polarizability of one spin at imaginary frequency nu, by quadrature."""
    ahead = green(poles, 1j * (grid + nu))
    here = green(poles, 1j * grid)
    return np.einsum('ijz,jiz,z->ij', ahead, here, weight)


def bare_polarizability(nu):
    return parity * t / (-nu**2 - 4 * t**2)


def correlation(poles, W_induced, freq):
    """Convolution of G with the induced part of W, by quadrature."""
    G = green(poles, 1j * (grid + freq))
    return -np.einsum('ijz,ijz,z->ij', G, W_induced, weight)


def closed_form(U, h):
    """g^2, S, main pole, upper pole and Z for a screening excitation h."""
    g2 = U**2 * t / (2 * h)
    S = np.sqrt((h + 2 * t)**2 + 4 * g2)
    return g2, S, (h - S) / 2, (h + S) / 2, (1 + (h + 2 * t) / S) / 2


def rpa_energy(U):
    return np.sqrt(4 * t**2 + 2 * U * t)


h0 = np.array([[0.0, -t], [-t, 0.0]])
samples = np.array([0.4, 1.3, 3.0]) * t
one_particle = np.isclose(np.diag(sum(number)), 1)

for U in (U_example, 2 * U_example):
    H = hamiltonian(U)
    E0 = psi @ H @ psi
    assert np.allclose(H @ psi, E0 * psi)
    block = H[np.ix_(one_particle, one_particle)]
    assert np.isclose(E0, np.linalg.eigvalsh(block)[0])
    up, down = exact_poles(H, 0), exact_poles(H, 2)

    # Exact up spectrum: one removal energy, one addition energy, no satellite.
    assert np.allclose(up[0][0], -t) and np.isclose(np.sum(up[0][1]**2), 1)
    assert np.allclose(up[1][0], t) and np.isclose(np.sum(up[1][1]**2), 1)
    assert len(down[0][0]) == 0 and np.min(down[1][0]) > 0

    # Hartree minus exchange, from the exact site densities.
    density = np.array([psi @ n @ psi for n in number])
    static_up = U * (density[:2] + density[2:]) - U * density[:2]
    static_down = U * (density[:2] + density[2:]) - U * density[2:]
    assert np.allclose(static_up, 0) and np.allclose(static_down, U / 2)

    # Only the up electron polarizes; its exact density response is the bare one.
    E, V = np.linalg.eigh(H)
    amp = np.array([(psi @ (number[i] + number[i + 2])) @ V for i in (0, 1)])
    gap = E - E0
    for nu in samples:
        expected = bare_polarizability(nu)
        assert np.allclose(bubble(up, nu), expected, atol=1e-8)
        assert np.allclose(bubble(down, nu), 0, atol=1e-8)
        response = np.einsum('in,jn,n->ij', amp, amp,
                             2 * gap / (-nu**2 - gap**2))
        assert np.allclose(response, expected, atol=1e-10)

    # Induced interaction: RPA by matrix inversion, and exact test-charge form.
    P = np.array([bare_polarizability(nu) for nu in grid])
    W_rpa = np.linalg.inv(np.eye(2) - U * P) * U - U * np.eye(2)
    W_rpa = np.moveaxis(W_rpa, 0, -1)
    W_exact = np.moveaxis(U**2 * P, 0, -1)

    # Up spin: self-energy and Green's function against the closed forms.
    for h, W_induced in ((rpa_energy(U), W_rpa), (2 * t, W_exact)):
        g2, S, main, upper, Z = closed_form(U, h)
        for freq in samples:
            z = 1j * freq
            sigma = correlation(up, W_induced, freq)
            formula = np.diag([g2 / (z - t - h), g2 / (z + t + h)])
            assert np.allclose(orbitals.T @ sigma @ orbitals, formula, atol=1e-8)
            G = np.linalg.inv(z * np.eye(2) - h0 - np.diag(static_up) - sigma)
            formula = np.diag([Z / (z - main) + (1 - Z) / (z - upper),
                               Z / (z + main) + (1 - Z) / (z + upper)])
            assert np.allclose(orbitals.T @ G @ orbitals, formula, atol=1e-8)

        # Removal weights equal occupations obtained by frequency integration.
        z = 1j * grid
        G_b = 1 / (z + t - g2 / (z - t - h))
        G_a = 1 / (z - t - g2 / (z + t + h))
        occupation_b = 0.5 + np.sum(weight * G_b.real)
        occupation_a = 0.5 + np.sum(weight * G_a.real)
        assert np.isclose(occupation_b, Z, atol=1e-8)
        assert np.isclose(occupation_a, 1 - Z, atol=1e-8)

    # Down spin: the exact test-charge W reproduces the full exact G; RPA does not.
    hf_down = [(np.array([-t, t]) + U / 2, orbitals)]
    for freq in samples:
        z = 1j * freq
        exact_G = green(down, np.array([z]))[:, :, 0]
        trial = []
        for W_induced in (W_exact, W_rpa):
            sigma = correlation(hf_down, W_induced, freq)
            trial.append(np.linalg.inv(z * np.eye(2) - h0
                                       - np.diag(static_down) - sigma))
        assert np.allclose(trial[0], exact_G, atol=1e-8)
        assert np.max(np.abs(trial[1] - exact_G)) > 1e-3

    if U == U_example:
        exact_removal = -up[0][0][0]
        exact_down = np.min(down[1][0])
        occupations = (occupation_b, occupation_a)

# Limits of weak and strong repulsion.
U_small = 1e-3 * t
shift_small = closed_form(U_small, rpa_energy(U_small))[2] + t
assert np.isclose(shift_small / (-U_small**2 / (16 * t)), 1, atol=1e-3)
U_large = 1e16 * t
limit = closed_form(U_large, rpa_energy(U_large))
assert np.isclose(-limit[2] / (U_large**3 * t / 8)**0.25, 1, atol=1e-3)
assert np.isclose(limit[4], 0.5, atol=1e-3)

U = U_example
h = rpa_energy(U)
g2, S, main, upper, Z = closed_form(U, h)
main_x, upper_x, Z_x = closed_form(U, 2 * t)[2:]
print(f"hopping t = {t:.4f} eV")
print(f"repulsion U = {U:.4f} eV")
print(f"true excitation energy 2t = {2*t:.4f} eV")
print(f"RPA excitation energy h = {h:.4f} eV")
print(f"squared coupling g^2 = {g2:.4f} eV^2")
print(f"coupling g = {np.sqrt(g2):.4f} eV")
print(f"root S = {S:.4f} eV")
print(f"exact removal energy = {exact_removal:.4f} eV")
print(f"GW removal energy = {-main:.4f} eV")
print(f"GW error of removal energy = {-main-exact_removal:.4f} eV")
print(f"exact removal energy = {exact_removal*elementary_charge:.4e} J")
print(f"GW removal energy = {-main*elementary_charge:.4e} J")
print(f"GW main removal weight Z = {Z:.4f} (no unit)")
print(f"GW removal satellite position = {-upper:.4f} eV")
print(f"GW removal satellite weight = {1-Z:.4f} (no unit)")
print(f"GW up addition main line = {-main:.4f} eV")
print(f"GW up addition satellite = {upper:.4f} eV")
print(f"exact-W up removal energy = {-main_x:.4f} eV")
print(f"exact-W up satellite position = {-upper_x:.4f} eV")
print(f"exact-W up satellite weight = {1-Z_x:.4f} (no unit)")
print(f"exact-W b occupation, quadrature = {occupations[0]:.4f} (no unit)")
print(f"exact-W a occupation, quadrature = {occupations[1]:.4f} (no unit)")
print(f"static shift for down spin U/2 = {U/2:.4f} eV")
print(f"exact lowest down addition = {exact_down:.4f} eV")
print(f"exact-W lowest down addition = {main_x+U/2:.4f} eV")
print(f"GW lowest down addition = {main+U/2:.4f} eV")
print("scan: U (eV), GW removal energy (eV), satellite (eV), its weight")
for U_scan in (1.5, 3.0, 6.0, 12.0, 24.0):
    row = closed_form(U_scan, rpa_energy(U_scan))
    print(f"{U_scan:7.2f} {-row[2]:9.4f} {-row[3]:9.4f} {1-row[4]:9.4f}")
print(f"small-U test: U = {U_small:.4e} eV")
print(f"small-U GW pole shift = {shift_small:.4e} eV")
print(f"small-U law -U^2/(16t) = {-U_small**2/(16*t):.4e} eV")
print("checks complete")
```

Output:

```
hopping t = 1.5000 eV
repulsion U = 6.0000 eV
true excitation energy 2t = 3.0000 eV
RPA excitation energy h = 5.1962 eV
squared coupling g^2 = 5.1962 eV^2
coupling g = 2.2795 eV
root S = 9.3788 eV
exact removal energy = 1.5000 eV
GW removal energy = 2.0913 eV
GW error of removal energy = 0.5913 eV
exact removal energy = 2.4033e-19 J
GW removal energy = 3.3507e-19 J
GW main removal weight Z = 0.9370 (no unit)
GW removal satellite position = -7.2875 eV
GW removal satellite weight = 0.0630 (no unit)
GW up addition main line = 2.0913 eV
GW up addition satellite = 7.2875 eV
exact-W up removal energy = 2.7426 eV
exact-W up satellite position = -5.7426 eV
exact-W up satellite weight = 0.1464 (no unit)
exact-W b occupation, quadrature = 0.8536 (no unit)
exact-W a occupation, quadrature = 0.1464 (no unit)
static shift for down spin U/2 = 3.0000 eV
exact lowest down addition = 0.2574 eV
exact-W lowest down addition = 0.2574 eV
GW lowest down addition = 0.9087 eV
scan: U (eV), GW removal energy (eV), satellite (eV), its weight
   1.50    1.5681   -5.2424    0.0100
   3.00    1.7134   -5.9560    0.0278
   6.00    2.0913   -7.2875    0.0630
  12.00    2.9437   -9.6519    0.1146
  24.00    4.6652  -13.6652    0.1727
small-U test: U = 1.5000e-03 eV
small-U GW pole shift = -9.3715e-08 eV
small-U law -U^2/(16t) = -9.3750e-08 eV
checks complete
```
